# Linear-in-voltage noise and second-order conductance from the fluctuation symmetry

A conductor between two leads at the same temperature $T$, in zero magnetic field, carries a current $I$ with low-frequency noise $S$. For small bias $V$, write

$$I=GV+\tfrac12G_2V^2+\dots,\qquad S=S_0+S_1V+\dots .$$

Then

$$S_0=2kTG,\qquad S_1=kT\,G_2,\qquad G_2=\left.\frac{d^2I}{dV^2}\right|_{V=0}.$$

The first relation is the equilibrium noise formula. The second says that the first change of the noise with bias is fixed by the rectification of the conductor, whatever the interactions inside it, provided the symmetry used below holds.

The factors depend on two conventions. The noise is the integral of the current correlation over positive and negative times,

$$S=\int_{-\infty}^{\infty}dt\,\langle\delta I(t)\,\delta I(0)\rangle .$$

A spectrum defined for positive frequencies alone is $2S$; it equals $4kTG$ at equilibrium and its linear coefficient is $2kTG_2$. The coefficient $G_2$ is the second derivative of the current. If one writes $I=GV+gV^2$ instead, then $g=G_2/2$ and $S_1=2kTg$.

Let $N$ be the number of electrons that pass from left to right in a long time $t$. Its statistics are contained in

$$F(\chi,A)=\lim_{t\to\infty}\frac1t\ln\langle e^{\chi N}\rangle,\qquad A=\frac{eV}{kT},\qquad \mu_L-\mu_R=eV,$$

where $\chi$ is the counting field, $e>0$, and $I$ is counted positive when electrons move from left to right. Derivatives at $\chi=0$ give the growth rates of the cumulants of $N$:

$$F(\chi,A)=c_1(A)\chi+\frac{c_2(A)}2\chi^2+\frac{c_3(A)}6\chi^3+\dots$$

There is no constant term, because $\langle e^{0}\rangle=1$. The mean of $N$ grows as $c_1t$ and its variance as $c_2t$, so $I=ec_1$. The transferred charge is the time integral of the current, and for long times its variance is $t$ times the integral of the current correlation. Hence $S=e^2c_2$.

The starting point is the fluctuation symmetry

$$F(\chi,A)=F(-\chi-A,A).$$

It expresses a long-time ratio of probabilities, $P(N)/P(-N)\simeq e^{AN}$: moving $N$ electrons down the bias releases the heat $NeV$, and the reverse transfer is rarer by the corresponding Boltzmann factor. Inserting this ratio in the average and then renaming $N\to-N$ gives

$$\sum_NP(N)e^{\chi N}=\sum_NP(-N)e^{(\chi+A)N}=\sum_NP(N)e^{(-\chi-A)N},$$

which is the symmetry. Two classes of conductor show how it arises from the dynamics.

In the first, electrons tunnel one at a time onto and off an island holding $n$ excess electrons. Let $\Delta_n$ be the energy needed to bring an electron from the right lead onto the island, taking $n$ to $n+1$. From the left lead the cost is $\Delta_n-eV$. Write $\Gamma^+_{L,R}$ for the rates of $n\to n+1$ through each junction and $\Gamma^-_{L,R}$ for the rates of $n+1\to n$. With both leads and the island electrons at temperature $T$, local detailed balance requires

$$\frac{\Gamma_R^+}{\Gamma_R^-}=e^{-\Delta_n/kT},\qquad \frac{\Gamma_L^+}{\Gamma_L^-}=e^{-\Delta_n/kT+A}.$$

Count the electrons at the left junction. Each entry there multiplies the weight of a history by $e^\chi$, and each exit by $e^{-\chi}$. The weighted probabilities obey $\dot p=W(\chi)p$, with

$$W_{n+1,n}(\chi)=\Gamma_L^+e^\chi+\Gamma_R^+,\qquad W_{n,n+1}(\chi)=\Gamma_L^-e^{-\chi}+\Gamma_R^- ,$$

and the total escape rates, with a minus sign and without $\chi$, on the diagonal. At long times $\langle e^{\chi N}\rangle$ grows with the largest eigenvalue of $W(\chi)$, which is therefore $F$. Substituting the detailed-balance ratios gives

$$W_{n+1,n}(\chi)=e^{-\Delta_n/kT}\left[\Gamma_L^-e^{\chi+A}+\Gamma_R^-\right]=e^{-\Delta_n/kT}\,W_{n,n+1}(-\chi-A).$$

Let $D$ be the diagonal matrix with $D_{n+1}/D_n=e^{-\Delta_n/kT}$. The last equation, the same one with $\chi$ replaced by $-\chi-A$, and the equality of the diagonals together read

$$W(\chi)^{\mathsf T}=D^{-1}W(-\chi-A)D .$$

Neither transposition nor a similarity transformation changes eigenvalues, so the symmetry follows. The charging interaction on the island is fully included in $\Delta_n$.

The second class is a coherent channel with transmission $\mathcal T(E)$. In each energy interval $dE$ there are $dE/h$ attempts per unit time. An electron passes to the right with probability $\mathcal T a$, where $a=f_L(1-f_R)$, and to the left with probability $\mathcal T b$, where $b=f_R(1-f_L)$; the factors $1-f$ express the exclusion principle. Therefore

$$F=\frac1h\int dE\,\ln\left\{1+\mathcal T\left[a(e^\chi-1)+b(e^{-\chi}-1)\right]\right\}.$$

Since $f/(1-f)=e^{-(E-\mu)/kT}$ for each lead, $a=e^Ab$ at every energy. Replacing $\chi$ by $-\chi-A$ turns $ae^\chi$ into $ae^{-\chi-A}=be^{-\chi}$, and $be^{-\chi}$ into $be^{\chi+A}=ae^\chi$. The two terms change places and $F$ is unchanged. The transmission may depend on $V$ through a static mean-field potential, since $V$ is fixed in this exchange.

Equal temperatures matter in both arguments. If the leads had different temperatures, $a/b$ would depend on energy, and no single number $A$ could be used.

The relations now follow from two special cases of the symmetry. Setting $\chi=0$ and using $F(0,A)=0$ gives

$$F(-A,A)=0 .$$

Insert the expansion in cumulants at $\chi=-A$:

$$-Ac_1(A)+\frac{A^2}2c_2(A)-\frac{A^3}6c_3(A)+O(A^4)=0 .$$

The coefficients themselves depend on $A$. Assuming that $F$ is smooth near $\chi=A=0$, expand them, with a prime for $d/dA$ at $A=0$:

$$c_1=c_1(0)+c_1'A+\tfrac12c_1''A^2+\dots,\qquad c_2=c_2(0)+c_2'A+\dots,\qquad c_3=c_3(0)+\dots$$

Each power of $A$ must vanish separately. The first gives $c_1(0)=0$: no current flows at equilibrium. The second and third give

$$-c_1'+\tfrac12c_2(0)=0,\qquad -\tfrac12c_1''+\tfrac12c_2'-\tfrac16c_3(0)=0,$$

or

$$c_2(0)=2c_1',\qquad c_2'-c_1''=\tfrac13c_3(0).$$

The fourth and higher cumulants enter at order $A^4$ and do not contribute. The second special case is $A=0$, where the symmetry reads $F(\chi,0)=F(-\chi,0)$. An even function has no cubic term, so $c_3(0)=0$ and

$$c_2'=c_1'' .$$

To restore units, use $dA/dV=e/kT$. The current $I=ec_1$ gives

$$G=\frac{e^2}{kT}c_1',\qquad G_2=\frac{e^3}{(kT)^2}c_1'',$$

while $S=e^2c_2$ gives

$$S_0=e^2c_2(0)=2e^2c_1'=2kTG,\qquad S_1=\frac{e^3}{kT}c_2'=\frac{e^3}{kT}c_1''=kTG_2 .$$

This is the stated result. Exchanging the names of the leads reverses the signs of both $V$ and $I$. Then $G_2$ and $S_1$ both change sign, and the relation keeps its form.

A useful reading follows from dividing the current by the voltage:

$$\frac{2kTI}{V}=2kTG+kTG_2V+O(V^2),\qquad\text{so}\qquad S=\frac{2kTI}{V}+O(V^2).$$

To linear order the noise follows the chord conductance $I/V$. Putting the differential conductance $dI/dV=G+G_2V+\dots$ into the equilibrium formula would give $2kTG_2$ for the linear coefficient, twice the correct value.

A simple limiting case is a single weak junction, where electrons cross independently with rates $\Gamma_+$ and $\Gamma_-=e^{-A}\Gamma_+$. The variances of the two independent Poisson processes add, so

$$I=e(\Gamma_+-\Gamma_-),\qquad S=e^2(\Gamma_++\Gamma_-)=eI\coth\frac A2 .$$

For small $A$, $\coth(A/2)=2/A+A/6+\dots$. The first term gives $2kTI/V$, with the linear coefficient $kTG_2$. The second gives $e^2GV^2/(6kT)$ at lowest order, so it does not affect $S_1$. For $eV\gg kT$ the same formula becomes $S=eI$, the shot noise of independent electrons, and the expansion in $V$ is no longer useful.

A magnetic field changes the argument at one point. Reversing the motion also reverses the field, so the symmetry connects two different experiments:

$$F(\chi,A,B)=F(-\chi-A,A,-B).$$

At $\chi=0$ this still gives $F(-A,A,B)=0$ for either field direction. Everything up to the relation containing $c_3(0)$ therefore survives, and in physical units

$$S_1-kTG_2=\frac{C_3}{3kT},\qquad C_3=e^3c_3(0),$$

where $C_3$ is the third cumulant rate of the transferred charge at equilibrium. At $A=0$ the symmetry now says that $c_3(0,B)=-c_3(0,-B)$. The third cumulant need not vanish at a given field, but it cancels from the sum over both directions:

$$S_1(B)+S_1(-B)=kT\left[G_2(B)+G_2(-B)\right].$$

The two-field symmetry also fixes the size of the violation. Comparing the terms in $\chi A^2$ on its two sides, and using $c_2'-c_1''=c_3(0)/3$, gives $c_3(0,B)=3[c_1''(B)-c_1''(-B)]$, or
$$S_1(B)-kTG_2(B)=kT\left[G_2(B)-G_2(-B)\right].$$
The simple relation therefore fails exactly when $G_2$ is not even in the field, and the field-odd part of $S_1$ is $3kT$ times the field-odd part of $G_2$. A field alone does not guarantee a violation. In the coherent two-terminal formula above, $a=b$ at equilibrium, so $F$ is even in $\chi$ and $c_3(0)=0$. This agrees with the two-field symmetry when the transmission is even in $B$. If a static mean-field potential makes $G_2$ depend on the field direction, the formula still gives $c_3(0)=0$ and no longer obeys the two-field symmetry. A three-state model shows that the two-field symmetry permits a violation. Its rates are chosen to obey that symmetry and are not derived for a particular device, so the size of the effect below is only illustrative. Two sites, each at energy $0.5\,kT$ above $\mu_R$, hold at most one electron between them. For field $+B$ an electron enters from the left on site 1 at rate $\gamma f_L$ and leaves to the left from site 2 at rate $\gamma(1-f_L)$. It moves from site 1 to site 2 at rate $w+\gamma(1-f_L)$ and back at rate $w$. The right lead exchanges electrons with site 1 at rates $0.7\gamma f_R$ and $0.7\gamma(1-f_R)$, and $w=0.3\gamma$. For $-B$, the sites exchange roles at the left lead and in the directed motion, while the right lead stays on site 1. Each jump at $+B$ then has its reverse at $-B$, with rates in the ratio required by detailed balance, and the escape rates agree, so the two-field symmetry holds. In units of $\gamma$ the results are

$$+B:\quad c_1''=0.0031,\quad c_2'=0.0138,\quad \tfrac13c_3(0)=0.0107,$$

$$-B:\quad c_1''=-0.0076,\quad c_2'=-0.0183,\quad \tfrac13c_3(0)=-0.0107 .$$

At each field the difference $c_2'-c_1''$ equals $c_3(0)/3$. The simple relation fails badly: at $+B$ the noise coefficient is more than four times what it would predict. Summed over both fields, $c_1''$ and $c_2'$ are both $-0.0045$.

For numbers at zero field, take a single-electron transistor: an aluminium island joined to two aluminium leads by oxide barriers, at $4.2$ K, where $kT=0.3619$ meV. This is about $3.5$ times the superconducting transition temperature, roughly $1.2$ K, so the metal is treated as normal. The rough device values are $C_L=20$ aF, $C_R=60$ aF, $C_g=1$ aF, $R_L=100$ k$\Omega$ and $R_R=400$ k$\Omega$, with a gate charge $n_g=0.25$ in units of $e$. The total capacitance $C=81$ aF gives a charging energy $E_C=e^2/2C=0.989$ meV, or $2.73\,kT$.

The energy for adding an electron from the right lead is

$$\Delta_n=2E_C\left(n+\tfrac12-n_g\right)+\kappa eV,\qquad \kappa=\frac{C_L}{C}=0.247 .$$

The first term is the difference of $E_C(n-n_g)^2$ between successive charges. The second is the shift of the island potential when the left lead is raised, with the gate voltage held fixed relative to the right lead. For a barrier of constant transparency between metals of constant density of states, the tunnelling rate at energy cost $\epsilon$ is proportional to the number of filled states facing empty ones:

$$\Gamma(\epsilon)=\frac1{e^2R}\int dE\,f(E)\left[1-f(E-\epsilon)\right]=\frac1{e^2R}\,\frac{\epsilon}{e^{\epsilon/kT}-1}.$$

The prefactor is set by a junction without charging energy, for which $e[\Gamma(-eV)-\Gamma(eV)]=V/R$. Moreover $\Gamma(\epsilon)/\Gamma(-\epsilon)=e^{-\epsilon/kT}$, which is the detailed balance assumed earlier.

At zero bias the island holds $0$, $1$ or $-1$ excess electrons with probabilities $0.786$, $0.201$ and $0.013$. The current and the noise were computed separately as functions of bias and then differentiated, giving

$$c_1'=1.91396,\qquad c_1''=0.385185,\qquad c_2(0)=3.82793,\qquad c_2'=0.385185\quad(\text{ns}^{-1}).$$

With $kT/e=0.3619$ mV, the conductances are

$$G=\frac{e\,c_1'}{kT/e}=\frac{(1.602\times10^{-19})(1.914\times10^{9})}{3.619\times10^{-4}}\ \text{S}=0.847\ \mu\text{S},$$

$$G_2=\frac{e\,c_1''}{(kT/e)^2}=\frac{(1.602\times10^{-19})(3.852\times10^{8})}{(3.619\times10^{-4})^2}\ \text{A/V}^2=0.471\ \mu\text{S/mV}.$$

The equilibrium noise is $S_0=9.83\times10^{-29}$ A$^2$/Hz, equal to $2kTG$. The separately computed linear coefficient is $S_1=2.73\times10^{-26}$ A$^2$/(Hz V), equal to $kTG_2$ within a relative numerical difference of about $10^{-9}$. In the one-sided convention these become $1.97\times10^{-28}$ A$^2$/Hz and $5.46\times10^{-26}$ A$^2$/(Hz V). Nine charge states were kept. Keeping three changes $G_2$ by $2.2$ percent, and keeping thirteen changes it by about one part in $10^{11}$.

In an experiment one would compare the two signs of bias. At $0.1$ mV the model currents are $0.08717$ and $-0.08248$ nA. Their sum is $G_2V^2$ to lowest order, so

$$G_2\approx\frac{0.00469\times10^{-9}}{(10^{-4})^2}\ \text{A/V}^2=0.469\ \mu\text{S/mV}.$$

The noise values are $1.0152$ and $0.9608$ in units of $10^{-28}$ A$^2$/Hz. Half their difference divided by $V$ gives $S_1\approx2.72\times10^{-26}$ A$^2$/(Hz V). The linear term is a small part of the signal: $S_1V/S_0=G_2V/2G=2.8$ percent at this bias.

Let $r$ be the odd part of the noise divided by $V$, relative to $kT[I(V)+I(-V)]/V^2$. The symmetry requires $r\to1$ as $V\to0$. Its values are $1.0000$ at $0.1$ mV, $0.9994$ at $0.3$ mV, $0.942$ at $1$ mV and $-1.77$ at $3$ mV. The last bias is $8.3\,kT/e$, far outside the expansion. There the sum $I(V)+I(-V)$ has become negative while the odd noise is still positive, which makes $r$ negative. This does not violate the fluctuation symmetry, which holds at every bias in the model.

Rectification can be removed by the gate. At $n_g=1/2$, replacing $n$ by $1-n$ and $V$ by $-V$ exchanges the addition and removal of electrons at the same energy cost. The current is then odd in $V$ and the noise even, although the junctions still differ. Both coefficients must vanish, and the computed $c_1''$ and $c_2'$ are below $10^{-10}$ of $c_1'$. The coherent class gives a check of another kind. For a resonance with partial widths $0.6\,kT$ and $1.1\,kT$, at energy $0.9\,kT+0.3\,eV$ above $\mu_R$, both $c_1''$ and $c_2'$ are $0.0363\,kT/h$.

Real devices of this type have resistances and capacitances of roughly this size, but two choices here are not typical. The products $R_LC_L=2$ ps and $R_RC_R=24$ ps differ by a factor of twelve, whereas junctions made in one oxidation step should have similar products; the example assumes separate oxidation. Also, $4.2$ K is warm for such a device, and its charging energy is only a few $kT$. The assumption most strained is that electrons tunnel one at a time. The island changes its charge at a mean total rate of $24$ ns$^{-1}$, half of it by electrons entering and half by electrons leaving, so the lifetime broadening of a charge state is $\hbar\Gamma/kT\approx0.04$. This ratio is a scale, not a bound on the error. Processes in which two electrons tunnel together are left out of the model. Far from resonance they would add a conductance
$$\frac{\pi\hbar(kT)^2}{3e^2R_LR_R}\left(\frac1{E_1}+\frac1{E_2}\right)^2,$$
where $E_1=E_C/2$ and $E_2=3E_C/2$ are the costs of adding and removing one electron at zero bias. This is about $12$ percent of $G$. Since $E_1$ is only $1.4\,kT$, the formula is outside its range and gives a scale, not a correction. The digits quoted for $G$ and $G_2$ are therefore those of the model, not predictions of that accuracy for a device, and $G_2$, which measures an asymmetry, may be more sensitive than $G$. For a rough barrier of $2$ eV and $1$ nm, the transparency changes by roughly $0.1$ percent over an energy $kT$. For an island of volume $0.003$ $\mu$m$^3$ cooled by its lattice vibrations, a generous estimate of the heating at $0.1$ mV gives less than $0.1$ mK. This volume is large for the capacitances chosen: even a sphere of that volume has a self-capacitance of $10$ aF in vacuum, and a wire on a substrate has several times more, so an island with $C=81$ aF and $C_g=1$ aF would have to be smaller and would warm more, in inverse proportion to its volume. In the model the island receives the power $IV/2$, which is quadratic in $V$, and a warmer island drives no current at zero bias because both junctions have the same energy dependence; the heating therefore leaves $G_2$ and $S_1$ unchanged. Cotunnelling and an energy-dependent transparency can shift $G_2$ and $S_1$, but the two remain tied together as long as the complete dynamics obeys the fluctuation symmetry. The numerical output below lists the main computed values.

## Table of computed values

```
temperature 4.2 K, kT = 0.3619 meV
C_L, C_R, C_g = 20, 60, 1 aF
R_L, R_R = 100, 400 kohm; gate charge 0.25 e
charging energy e^2/2C = 0.9890 meV = 2.733 kT
lever arm C_L/C_sum = 0.2469
c1' = 1.913964 /ns, c1'' = 0.385185 /ns
c2 = 3.827928 /ns, c2' = 0.385185 /ns (all at zero bias)
c3 at zero bias / c2 = 1.8e-15
G = 0.84727 uS
G2 = 0.47112 uS/mV
S0 from counting = 9.82618e-29 A^2/Hz
2kTG = 9.82618e-29 A^2/Hz
S1 from counting = 2.73192e-26 A^2/(Hz V)
kT*G2 = 2.73192e-26 A^2/(Hz V)
S1/(kT*G2) - 1 = 1.2e-09
S1*V/S0 at V = 0.1 mV: 2.780 percent
G2 shift, 3 instead of 9 charge states: 2.2e-02 (relative)
G2 shift, 13 instead of 9 charge states: 1.2e-11 (relative)
V (mV) | I(V), I(-V) (nA) | S(V), S(-V) (1e-28 A^2/Hz) | ratio
0.05 | 0.04296, -0.04179 | 0.9976, 0.9703 | 1.0000
0.10 | 0.08717, -0.08248 | 1.0152, 0.9608 | 1.0000
0.30 | 0.27714, -0.23631 | 1.1092, 0.9514 | 0.9994
1.00 | 1.06972, -0.77079 | 1.6086, 1.2821 | 0.9421
3.00 | 3.50555, -3.70670 | 3.9442, 3.8066 | -1.7693
ratio = [odd noise/V] / [kT * 2 * even current/V^2]
symmetry error of F: transistor 2.3e-13, channel 1.4e-15
at A=1, 5 charge states: variance slope 4.460200 /ns, c2 4.460200 /ns
coherent channel: c1'' = 0.036298, c2' = 0.036298 (kT/h)
gate 0.5 e: c1''/c1' = 1.2e-11, c2'/c1' = 1.2e-13
chiral +B: c1'' = 0.003106, c2' = 0.013805, c3/3 = 0.010698 (left rate)
chiral -B: c1'' = -0.007592, c2' = -0.018291, c3/3 = -0.010698 (left rate)
island charge: probability at zero bias: 0: 0.7862, 1: 0.2005, -1: 0.0130
mean escape rate 23.925 /ns; hbar*rate/kT = 0.0435
rough barrier 2 eV, 1 nm: transparency change over kT 0.131 percent
rough electron-phonon constant 3.0e+08 W/(m^3 K^5), island volume 0.0030 um^3
island warming at 0.1 mV: about 0.0659 mK
T / superconducting transition (rough 1.2 K) = 3.5
```
